# How Transverse Phonons Scatter Electrons in a Rigid-Ion Crystal, part 2

A common belief holds that transverse phonons (T, $\mathbf e\perp\mathbf q$) do not scatter electrons in a metal, because unlike longitudinal ones (L, $\mathbf e\parallel\mathbf q$) they leave the density unchanged. We test it in the rigid-ion model, in Hartree atomic units ($\hbar=m_e=1$, energies in Ha, lengths in bohr). Each lattice point $\mathbf R$ has one atom of mass $M$ in a cell of volume $\Omega$, carrying a fixed, screened, spherical potential $v(r)$ that moves with it; $v(\mathbf Q)=\frac1\Omega\int v(\mathbf r)\,e^{-i\mathbf Q\cdot\mathbf r}\,d^3r$.

For displacements $\mathbf u_{\mathbf R}=\mathbf e\,e^{i\mathbf q\cdot\mathbf R}$, with $\mathbf e$ a real unit vector, $\mathcal M$ (Ha/bohr) is the matrix element of the first-order change $\delta V$ of the crystal potential $V$. Between plane waves $\mathbf K$ and $\mathbf K'$, with $\mathbf G$ a reciprocal lattice vector,

$$\mathcal M=-i\,(\mathbf q+\mathbf G)\cdot\mathbf e\;v(\mathbf q+\mathbf G)\quad\text{for }\mathbf K'-\mathbf K=\mathbf q+\mathbf G,\qquad(1)$$

Normal means $\mathbf G=0$, umklapp $\mathbf G\neq0$; for Bloch states, normal means that $\mathbf k$ and $\mathbf k+\mathbf q$ both lie in the first zone.

Central springs $K_{\mathbf R}$ give the phonon frequency $\omega$, and $\ell=1/\sqrt{2M\omega}$ gives the coupling $g$:

$$\omega^2e_a=\sum_b D_{ab}e_b,\qquad D_{ab}=\frac1M\sum_{\mathbf R}K_{\mathbf R}\hat R_a\hat R_b\,(1-\cos\mathbf q\cdot\mathbf R).\qquad(2)$$

$$g=\ell\,\mathcal M=\frac{\mathcal M}{\sqrt{2M\omega}} .\qquad(3)$$

Bloch states at $\mathbf k$ and $\mathbf k+\mathbf q$ have real plane-wave coefficients $c_{\mathbf G}$ and $c'_{\mathbf G}$:

$$\mathcal M=-i\sum_{\mathbf G,\mathbf G'}c'_{\mathbf G'}c_{\mathbf G}\;(\mathbf q+\mathbf G'-\mathbf G)\cdot\mathbf e\;v(\mathbf q+\mathbf G'-\mathbf G).\qquad(4)$$

For weak $v$, far from Bragg planes, $c_{\mathbf G}\approx v(\mathbf G)/(\varepsilon^0_{\mathbf k}-\varepsilon^0_{\mathbf k+\mathbf G})$ with $\varepsilon^0_{\mathbf K}=K^2/2$, likewise $c'_{\mathbf G}$, and for $\mathbf q\cdot\mathbf e=0$

$$\mathcal M_T\approx-i\sum_{\mathbf G\ne0}\mathbf G\cdot\mathbf e\,\bigl[c'_{\mathbf G}\,v(\mathbf q+\mathbf G)-c_{\mathbf G}\,v(\mathbf q-\mathbf G)\bigr].\qquad(5)$$

Near a Bragg plane, two waves with kinetic energies $0$ and $\delta$ and coupling $v_G$ have lower root $\lambda=\delta/2-\sqrt{\delta^2/4+v_G^2}$ and $c_1/c_0=\lambda/v_G$.

Symmetry gives zeros in a nondegenerate band. If a lattice operation $S$ with $S^2=1$ exchanges the two states' sets of waves, a polarization it leaves unchanged is forbidden. If an operation maps each set onto itself and fixes a wave of nonzero coefficient in each state, a mirror forbids the $\mathbf e$ it reverses, and a threefold axis along $\mathbf k$ and $\mathbf q$ forbids all transverse $\mathbf e$.

For band energies $\varepsilon_n$ and momentum elements $\mathbf p_{mn}$,

$$\mathcal M_{mn}(\mathbf q=0)=-i\,(\varepsilon_n-\varepsilon_m)\,\mathbf e\cdot\mathbf p_{mn}.\qquad(6)$$

Within a band,

$$\mathcal M=i|\mathbf q|\,\bigl[D+(\hat{\mathbf q}\cdot\mathbf w)(\mathbf e\cdot\mathbf w)\bigr]+O(q^2).\qquad(7)$$

Here $\mathbf w=\nabla_{\mathbf k}\varepsilon_n$, and $D=d\varepsilon_n/d\eta$ under the strain $\mathbf R\to\mathbf R+\eta\,\mathbf e\,(\hat{\mathbf q}\cdot\mathbf R)$, with wave vectors carried along.

## A model crystal

The parameters are round numbers and describe no particular material: a simple cubic lattice with $a=6$ bohr, $\Omega=216$ bohr³, $b=2\pi/a=1.0472$ bohr⁻¹; a potential $v(r)=-Ue^{-r^2/2\sigma^2}$ with $U=0.4$ Ha and $\sigma=1.5$ bohr; a mass of 30 u, $M=54686.7$; springs $K_1=0.01$ and $K_2=0.005$ Ha/bohr² to first and second neighbours, chosen independently of $v$. Completing the square gives $\int e^{-x^2/2\sigma^2-iQx}dx=\sigma\sqrt{2\pi}\,e^{-\sigma^2Q^2/2}$ for each direction, so $v(\mathbf Q)=v(0)e^{-\sigma^2Q^2/2}$ with $v(0)=-U(2\pi\sigma^2)^{3/2}/\Omega=-0.0984$ Ha. Wave vectors written as triples are in units of $b$, and $\mathbf G_y=(0,1,0)$, $\mathbf G_z=(0,0,1)$. The phonon has $\mathbf q=(\tfrac14,\tfrac14,\tfrac14)$, $|\mathbf q|=0.45345$ bohr⁻¹. The form factors needed are $v(\mathbf G_z)=-0.02867$, $v(\mathbf q)=-0.07811$, $v(\mathbf q-\mathbf G_z)=-0.04215$ and $v(\mathbf q-\mathbf G_y-\mathbf G_z)=-0.02275$ Ha. The program that produces the numbers not worked by hand below, and its output, follow the text.

For $\mathbf q=(\theta,\theta,\theta)/a$ the six first neighbours contribute $2K_1(1-\cos\theta)\delta_{ab}$ to $MD_{ab}$ in (2). Second neighbours like $(1,-1,0)a$ have $\mathbf q\cdot\mathbf R=0$ and drop out. The pair $\pm(1,1,0)a$ gives $K_2(1-\cos2\theta)$ in the $xx$, $yy$, $xy$ and $yx$ places, and the three such pairs add to $K_2(1-\cos2\theta)$ times a matrix with 2 on the diagonal and 1 elsewhere. That matrix has eigenvalue 4 on $(1,1,1)$ and 1 on any vector perpendicular to it. At $\theta=\pi/2$, $M\omega_L^2=2K_1+8K_2=0.06$ and $M\omega_T^2=2K_1+2K_2=0.03$ Ha/bohr², so $\omega_L=1.0475\times10^{-3}$ Ha $=28.5$ meV and $\omega_T=7.407\times10^{-4}$ Ha $=20.15$ meV, with $\ell_L=0.09343$ and $\ell_T=0.11111$ bohr. The program asserts these frequencies against the lattice sum and $\ell_T$ against an oscillator diagonalized on a grid. The two lower modes are exactly transverse here. Away from symmetry directions nothing forces that: at $\mathbf q=(0.3,0.1,0.05)$ the three modes have $|\hat{\mathbf q}\cdot\mathbf e|=0.009$, $0.168$ and $0.986$, so even the normal plane-wave element of the second mode is nonzero.

### Single plane waves

The longitudinal normal element is $|\mathbf q|\,|v(\mathbf q)|=0.45345\times0.07811=0.0354$ Ha/bohr, and the transverse normal element is zero. For the umklapp transfer $\mathbf Q=\mathbf q-\mathbf G_z=(\tfrac14,\tfrac14,-\tfrac34)$ and $\mathbf e=(1,1,-2)/\sqrt6$, $\mathbf Q\cdot\mathbf e=2b/\sqrt6$ and

$$|\mathcal M_T|=\frac{2}{\sqrt6}\times1.0472\times0.04215=0.0360\ \text{Ha/bohr}.$$

The longitudinal mode has $\mathbf Q\cdot\hat{\mathbf q}=(\tfrac14+\tfrac14-\tfrac34)\,b/\sqrt3$ and reaches only $(0.25/\sqrt3)\times1.0472\times0.04215=0.0064$ Ha/bohr, because this $\mathbf Q$ is nearly perpendicular to $\mathbf q$. The second transverse mode, $(1,-1,0)/\sqrt2$, has $\mathbf G_z\cdot\mathbf e=0$ and gives zero. As a test of (1), 64 Gaussians are displaced on a real-space grid, the potential is differenced and Fourier transformed, and the result agrees with (1) for every $\mathbf Q$ on the grid within $10^{-7}$ Ha/bohr.

### Bloch states in the lowest band

Phonon energies are small beside band energies, so pairs of equal energy are chosen. The umklapp pair is $(-1,-1,3)/8\to(1,1,-3)/8$, exchanged by inversion. The mirror $x\leftrightarrow y$ fixes both main waves and reverses $(1,-1,0)$, so that mode stays forbidden, while $(1,1,-2)/\sqrt6$ is allowed. The normal pairs are $\mathbf k=(-\tfrac18,-\tfrac18+t,-\tfrac18-t)\to(\tfrac18,\tfrac18+t,\tfrac18-t)$, exchanged by the twofold rotation $(x,y,z)\to(-x,-z,-y)$. It leaves $(0,1,-1)/\sqrt2$ unchanged, which is therefore forbidden, and reverses $(2,-1,-1)/\sqrt6$, which is allowed. Each of the four wave vectors of the $t=0.25$ pair and the umklapp pair is a cubic image of $(1,1,3)/8$, so all four states share the energy $-0.0207$ Ha; the two pairs are not images of one another, since only the umklapp pair has the form $\mathbf k,-\mathbf k$. At $t=0.35$ the component $k_z=-0.475$ lies close to the Bragg plane at $-0.5$. The basis holds all waves with $|\mathbf K|<3.01\,b$, 112 or 115 of them for the states in the table; raising the radius to $4.01\,b$ is asserted to change $|\mathcal M|$ by less than $10^{-6}$ Ha/bohr. In the table $|\mathcal M|$ is in Ha/bohr and T is the allowed transverse mode.

| process | one wave | Bloch | $\lvert g\rvert$ (meV) |
|---|---|---|---|
| normal, $t=0.25$, L | 0.0354 | 0.0309 | 78.7 |
| normal, $t=0.25$, T | 0 | 0.0043 | 12.9 |
| normal, $t=0.35$, L | 0.0354 | 0.0144 | 36.5 |
| normal, $t=0.35$, T | 0 | 0.0189 | 57.1 |
| umklapp, L | 0.0064 | 0.0042 | 10.6 |
| umklapp, T | 0.0360 | 0.0353 | 106.8 |

The Bloch column has an independent check that does not linearize $V$. Freeze the real wave $\mathbf u_{\mathbf R}=u\,\mathbf e\cos\mathbf q\cdot\mathbf R=\tfrac u2\mathbf e\,(e^{i\mathbf q\cdot\mathbf R}+e^{-i\mathbf q\cdot\mathbf R})$. The first half connects $\mathbf k$ to $\mathbf k+\mathbf q$ with $u\mathcal M/2$. The second half would do so only if $-\mathbf q=\mathbf q+\mathbf G$, and $2\mathbf q$ is not a reciprocal vector. The degenerate pair thus has eigenvalues $\varepsilon\pm u|\mathcal M|/2$, split by $u|\mathcal M|$ to first order in $u$. Diagonalizing a four-atom supercell with $u=10^{-4}$ bohr, the program asserts agreement with (4) within $10^{-4}|\mathcal M|+10^{-7}$ Ha/bohr for the six allowed cases. For the forbidden modes it asserts that (4) is below $10^{-12}$ and the splitting over $u$ below $5\times10^{-5}$ Ha/bohr.

The largest coupling in the table is transverse: $|g|=0.03532\times0.11111$ Ha $=106.8$ meV, against $0.03094\times0.09343$ Ha $=78.7$ meV for the longitudinal normal process at the same energy. The ratio of squares is $(106.8/78.7)^2=1.84$, of which a factor $\omega_L/\omega_T=\sqrt2$ comes from the softer mode and the factor $(0.03532/0.03094)^2$ from the matrix elements. For electrons on a free-electron sphere of radius $k_F$, umklapp needs $|\mathbf q+\mathbf G|\le2k_F$, hence $|\mathbf q|\ge|\mathbf G|-2k_F$. When that bound is positive, the channel needs phonons of finite energy and is suppressed at temperatures too low to excite them.

The normal process at $t=0.25$ shows where the belief is a fair approximation: $|g_T/g_L|^2=0.027$. Formula (5) gives $0.00380$ Ha/bohr, 11% below the full $0.00426$. Its order is tested by scaling the potential by $10^{-3}$: the exact element over the leading form is $1.0003$ for the normal pair, with the square of the scale divided out, and $1.0001$ for the umklapp pair, with the first power divided out.

At $t=0.35$ the transverse normal element exceeds the longitudinal one, $|g_T/g_L|^2=2.45$, and two waves per state account for most of it. The initial wave mixes with $\mathbf k+\mathbf G_z$, higher by $\delta=\tfrac12b^2(0.525^2-0.475^2)=0.02742$ Ha, about the size of $|v(\mathbf G_z)|$. The $2\times2$ problem gives $c_0=0.8460$, $c_1=0.5332$, of equal sign because $\lambda$ and $v_G$ are both negative. The final wave $(0.125,0.475,-0.225)$ mixes with its partner shifted by $-\mathbf G_y$, with the same $\delta$ and the same coefficients. The four terms of (4) have weight $c_0^2$ at $\mathbf q$, weight $c_0c_1$ at $\mathbf q-\mathbf G_z$ and at $\mathbf q-\mathbf G_y$ (equal lengths, equal $v$), and weight $c_1^2$ at $\mathbf q-\mathbf G_y-\mathbf G_z$. For $\mathbf e=(2,-1,-1)/\sqrt6$ the projections are $0$, $b/\sqrt6$, $b/\sqrt6$ and $2b/\sqrt6$, so

$$|\mathcal M_T|\approx\frac{2\times1.0472}{\sqrt6}\bigl(0.8460\times0.5332\times0.04215+0.5332^2\times0.02275\bigr)=0.0218\ \text{Ha/bohr},$$

15% above the full $0.0189$, the difference coming from the omitted waves. For $(0,1,-1)/\sqrt2$ the projections are $0$, $+b/\sqrt2$, $-b/\sqrt2$ and $0$, and the cancellation of the middle two is the selection rule at work. The same four terms explain the fall of the longitudinal element. The projections on $\hat{\mathbf q}$ are $0.75$, $-0.25$, $-0.25$ and $-1.25$ in units of $b/\sqrt3$, so the umklapp terms oppose the normal one:

$$0.8460^2\times0.03542-2\times0.8460\times0.5332\times0.00637-0.5332^2\times\frac{1.25\times1.0472}{\sqrt3}\times0.02275=0.0147,$$

to be compared with the full $0.01435$ Ha/bohr. The large ratio at $t=0.35$ is thus produced both by a rise of the transverse element and by a fall of the longitudinal one.

For $t=0$, $0.15$, $0.25$, $0.35$, $0.375$ the transverse element is $0$, $0.0010$, $0.0043$, $0.0189$, $0.0253$ Ha/bohr and the longitudinal one is $0.0340$, $0.0334$, $0.0309$, $0.0144$, $0.0036$ Ha/bohr. The zero at $t=0$ is the threefold-axis rule. At $t=0.375$ both states lie on zone faces, where $\mathbf k$ and $\mathbf k+\mathbf G_z$ label the same state and the words normal and umklapp no longer distinguish anything. The zero of the $(0,1,-1)$ mode depends on the symmetry of the pair: shifting $\mathbf k$ of the $t=0.35$ pair by $-0.1\,b$ along $y$ removes the exchange, and the element becomes $0.0116$ Ha/bohr. The two states of the shifted pair no longer have equal energy, so this number tests the selection rule and does not describe a real transition.

The long-wave results are tested at $\mathbf k=(0.1,0.25,0.4)$. At $\mathbf q=0$ the intraband element vanishes, and for $\mathbf e=(2,-1,-1)/\sqrt6$ the interband one is $0.12828\times0.11296=0.0145$ Ha/bohr, as (6) requires. For (7), with $\hat{\mathbf q}\parallel(1,1,1)$, $D$ comes from band calculations in strained cells and $\mathbf w$ (printed as v) from differences of $\varepsilon(\mathbf k)$. The brackets are $-0.0963+0.1582=0.0619$ Ha for L, $0.0881-0.0629=0.0252$ Ha for $(2,-1,-1)$ and $0.0579-0.0271=0.0308$ Ha for $(0,1,-1)$, and at two values of $|\mathbf q|$ they match within $2\times10^{-5}$ Ha the slope of (4) taken between the states $\mathbf k-\mathbf q/2$ and $\mathbf k+\mathbf q/2$. For this centred pair the element is odd in $\mathbf q$, so the $O(q^2)$ term of (7) drops out; between $\mathbf k$ and $\mathbf k+\mathbf q$ it shifts the slope in proportion to $|\mathbf q|$. This direction has $\hat{\mathbf q}\cdot\mathbf w\neq0$, so it tests the identity without being an energy-conserving process. For a single plane wave the two transverse brackets would cancel to zero; here the slopes are 0.4 and 0.5 of the longitudinal one. These ratios belong to this direction of $\mathbf q$ and do not give the size of the coupling in a real transition, where $\hat{\mathbf q}$ is nearly perpendicular to $\mathbf w$ and $D$ depends on the directions of $\hat{\mathbf q}$ and $\mathbf e$.

## Beyond rigid local ions

The sizes found above belong to this model and to selected pairs of states; a transport or pairing average over a Fermi surface has not been computed. The structure is more general. A nonlocal potential $v(\mathbf K',\mathbf K)$ carried rigidly by an atom acquires the phase $e^{-i(\mathbf K'-\mathbf K)\cdot\mathbf u}$ under a shift, so the factor $\mathbf Q\cdot\mathbf e$ survives in (1) and (4), while (7) must be rederived because the velocity is no longer $\langle\mathbf p\rangle$. With several atoms per cell, (1) becomes a sum of such terms over the atoms, each with its own polarization vector and phase. If $v(\mathbf Q)$ diverges at $\mathbf Q\to0$, the term $(\mathbf q\cdot\mathbf e)\,v(\mathbf q)$ of (4) is no longer linear in $q$; for an unscreened Coulomb tail, $v\propto1/Q^2$, it diverges as $1/q$. Then (7) fails for a polarization with $\mathbf q\cdot\mathbf e\neq0$. For $\mathbf q\cdot\mathbf e=0$ this term is zero, the remaining terms need $v$ only near $\mathbf G\neq0$, and (7) still holds for rigid ions.

In density-functional perturbation theory the screening is self-consistent, and in linear response $\delta V(\mathbf q+\mathbf G)=\sum_{\mathbf G'}\epsilon^{-1}_{\mathbf G\mathbf G'}(\mathbf q)\,\delta V_{\rm bare}(\mathbf q+\mathbf G')$. A uniform electron gas has a diagonal $\epsilon^{-1}$, which only rescales $v(\mathbf Q)$ and is the rigid-ion model. In a crystal the off-diagonal elements let bare umklapp components feed $\mathbf G=0$, so that even this component need not be proportional to $\mathbf q\cdot\mathbf e$. With one atom per cell and a rotation axis along $\mathbf q$ it still vanishes for transverse $\mathbf e$, since it is linear in $\mathbf e$ and invariant under the rotation, and the rotated copies of a transverse vector add to zero. With several atoms the rotation also permutes the atoms, a pattern whose displacements are all perpendicular to $\mathbf q$ can be left unchanged by it, and for such a mode the argument gives no zero.

## Computed values

```
a=6.0 bohr, U=0.4 Ha, sigma=1.5 bohr, K1=0.01, K2=0.005 Ha/bohr^2
mass=30.0 u = 54686.7 m_e, b=1.04720 1/bohr, volume=216.0 bohr^3
v(0)=-0.09844 Ha, v(G100)=-0.02867 Ha, v(q)=-0.07811 Ha
v(q-Gz)=-0.04215 Ha, v(q-Gy-Gz)=-0.02275 Ha
|q|=0.45345, |q-Gz|=0.86829 1/bohr
omega_L=1.0475e-03 Ha = 28.50 meV, omega_T=7.4066e-04 Ha = 20.15 meV
zero-point lengths: L 0.09343 bohr, T 0.11111 bohr
q=(0.3,0.1,0.05)b: |qhat.e| = 0.0094, 0.1679, 0.9858
grid |Mel| L: Q=q 0.03542, Q=q-Gz 0.00637 Ha/bohr
grid |Mel| T(1,1,-2): Q=q 0.00000, Q=q-Gz 0.03604 Ha/bohr
grid |Mel| T(1,-1,0): Q=q 0.00000, Q=q-Gz 0.00000 Ha/bohr
pair, mode: |Mel| one wave, Bloch, frozen (Ha/bohr); |g| Bloch (meV)
N t=0.25: band energy -0.02065 Ha, plane waves 112
  L: 0.03542, 0.03094, 0.03094; 78.7
  T allowed: 0.00000, 0.00426, 0.00426; 12.9
  T forbidden: 0.00000, 0.00000, 0.00000; 0.0
N t=0.35: band energy 0.02962 Ha, plane waves 115
  L: 0.03542, 0.01435, 0.01435; 36.5
  T allowed: 0.00000, 0.01889, 0.01889; 57.1
  T forbidden: 0.00000, 0.00000, 0.00000; 0.0
Umklapp: band energy -0.02065 Ha, plane waves 112
  L: 0.00637, 0.00417, 0.00417; 10.6
  T allowed: 0.03604, 0.03532, 0.03532; 106.8
  T forbidden: 0.00000, 0.00000, 0.00000; 0.0
|g_T umklapp / g_L normal t=0.25|^2 = 1.842
|g_T/g_L|^2 for N t=0.25: 0.0268
|g_T/g_L|^2 for N t=0.35: 2.4512
t=0: |Mel_T|=0.00000, |Mel_L|=0.03404 Ha/bohr
t=0.15: |Mel_T|=0.00101, |Mel_L|=0.03339 Ha/bohr
t=0.25: |Mel_T|=0.00426, |Mel_L|=0.03094 Ha/bohr
t=0.35: |Mel_T|=0.01889, |Mel_L|=0.01435 Ha/bohr
t=0.375: |Mel_T|=0.02532, |Mel_L|=0.00358 Ha/bohr
k shifted by -0.1 b along y: formerly forbidden |Mel|=0.01162 Ha/bohr
two waves t=0.35: kinetic gap 0.02742 Ha, c0=0.8460, c1=0.5332
two-wave |Mel_T|=0.02179 Ha/bohr
second-order |Mel_T| t=0.25: 0.00380 Ha/bohr
potential x0.001: exact/leading = 1.0003 (normal), 1.0001 (umklapp)
k=(0.1,0.25,0.4)b, q=0: E2-E1=0.12828 Ha, |e.p21|=0.11296 1/bohr
  interband |Mel|=0.01449 Ha/bohr
  L: D=-0.09630, (qhat.v)(e.v)=0.15819, Mel/(i|q|)=0.06190 Ha
  T(2,-1,-1): D=0.08813, (qhat.v)(e.v)=-0.06288, Mel/(i|q|)=0.02524 Ha
  T(0,1,-1): D=0.05786, (qhat.v)(e.v)=-0.02709, Mel/(i|q|)=0.03077 Ha
```
